\section*{Rotating the photon-energy contour in the self-energy of excited bound states}

\section{A rotated integral with the wrong sign and no width}

For the excited level of the model defined below, the photon-energy integral of the self-energy, turned from the real to the imaginary axis with nothing added, gives $+0.4439$~eV. The integral on the original contour is $-5.8917-2.8209\,i$~eV. The rotated value has the wrong sign, and it is real, although the level can decay. The sign error belongs to this model; the missing width is general. The missing pieces are fixed by the singularities that the contour meets, and so are the two ways of recovering them.

\section{The integral and its singularities}

Atomic units are used in the algebra, with $c$ the speed of light. The starting point is the one-loop self-energy of a bound state $a$,
\begin{equation}
\Delta E=\frac{i}{2\pi}\int_{-\infty}^{\infty}d\omega\,F(\omega),\qquad F(\omega)=\sum_n\frac{I_n(\omega)}{\Delta_n-\omega\pm i0},\qquad \Delta_n=\varepsilon_a-\varepsilon_n,
\label{def}
\end{equation}
with $+$ for positive-energy and $-$ for negative-energy states $n$. Here $I_n$ is the matrix element $\langle an|\cdot|na\rangle$ of the photon exchange, whose kernel in the Feynman gauge is $(1-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2)\,e^{isr/c}/r$ with $s=\sqrt{\omega^2+i0}$, $\mathrm{Im}\,s>0$.

The analytic structure of the kernel follows from one integral. For $\mathrm{Im}\,\kappa>0$ the integrand below is even in $q$, so it extends to the whole line, where only the $i\sin qr$ part of $e^{iqr}$ survives; closing above picks the pole $q=\kappa$ with residue $e^{i\kappa r}/2$:
\begin{equation}
\frac{2}{\pi r}\int_0^\infty\!\frac{q\sin qr\,dq}{q^2-\kappa^2}=\frac{1}{i\pi r}\int_{-\infty}^\infty\!\frac{q\,e^{iqr}\,dq}{q^2-\kappa^2}=\frac{e^{i\kappa r}}{r}.
\end{equation}
With $q=k/c$ and $\kappa=s/c$ this is $\int_0^\infty dk\,[-\sin(kr/c)/\pi r]\,2k/(\omega^2-k^2+i0)$. Averaging over the wave functions and splitting the fraction gives
\begin{equation}
I_n(\omega)=\int_0^\infty dk\,\rho_n(k)\left[\frac{1}{\omega-k+i0}-\frac{1}{\omega+k-i0}\right],
\label{spec}
\end{equation}
where $\rho_n$ is real and, because of the sine, of order $k$ at small $k$. Let $I_n^{\pm}(\omega)$ be the values above and below the cut at $\omega>0$, where $s=\pm\omega$. From $1/(x\pm i0)=P/x\mp i\pi\delta(x)$,
\begin{equation}
I_n^{+}(\omega)-I_n^{-}(\omega)=-2\pi i\,\rho_n(\omega),\qquad \mathrm{Im}\,I_n^{+}(\omega)=-\pi\rho_n(\omega).
\label{disc}
\end{equation}

Just below the positive real axis lie the photon cut $k-i0$ and the negative-energy poles $\Delta_n-i0$, which begin at $\Delta_{\rm neg}\approx 2mc^2$. Just above the negative real axis lie the cut $-k+i0$ and the poles of levels higher than $a$. For a ground state that is all, apart from $n=a$; any state degenerate with $a$ also has $\Delta_n=0$ and is counted with $n=a$ throughout. For an excited state each lower level adds a pole at $\Delta_n+i0$ with $\Delta_n>0$, in the first quadrant and directly on top of the photon cut.

All deformations below assume that $F$ falls faster than $1/|\omega|$, so that arcs at infinity vanish. In full QED this holds only after the divergent terms of low order in the binding potential are subtracted; those terms contain free propagators, whose cuts lie along the two continua and add nothing to the regions swept.

A benchmark comes from doing the $\omega$ integral at fixed $k$. For positive $n$ the electron pole is above the axis, so the contour is closed below, clockwise, around $\omega=k-i0$, with prefactor $(i/2\pi)(-2\pi i)=+1$. For negative $n$ it is closed above around $\omega=-k+i0$, where the residue of the bracket is $-1$ and the prefactor is $(i/2\pi)(2\pi i)=-1$. Hence
\begin{equation}
\Delta E=\sum_{n}^{+}\int_0^\infty\!\frac{\rho_n(k)\,dk}{\Delta_n-k+i0}+\sum_{n}^{-}\int_0^\infty\!\frac{\rho_n(k)\,dk}{\Delta_n+k}.
\label{bench}
\end{equation}
The first sum is second-order perturbation theory with one photon in the intermediate state, which confirms the sign of (\ref{def}). Only lower levels have a denominator that vanishes at $k>0$; for $n=a$ it vanishes at the endpoint $k=0$, where $\rho_a=O(k)$ cancels it. With time dependence $e^{-iEt}$ the width is $\Gamma=-2\,\mathrm{Im}\,\Delta E=2\pi\sum_{\rm lower}\rho_n(\Delta_n)$.

\section{The model}

The model factorizes, $I_n=w_nI(\omega)$ and $F=IM$. The photon factor is $-e^{isr/c}/r$ (the sign of the $\boldsymbol\alpha\cdot\boldsymbol\alpha$ term, which makes $\rho>0$) averaged over $p(r)=\mu^3r^2e^{-\mu r}/2$. Since $\int_0^\infty r\,e^{-\beta r}dr=1/\beta^2$ with $\beta=\mu-is/c$,
\begin{equation}
I=-\frac{g}{(1-is/\Lambda)^2},\qquad g=\frac{\mu}{2},\qquad \Lambda=c\mu .
\end{equation}
On the upper bank, with $x=k/\Lambda$, $I^+=-g(1-x^2+2ix)/(1+x^2)^2$, and (\ref{disc}) gives $\rho=(2g/\pi)\,x/(1+x^2)^2$.

Each continuum has the density $\sigma(t)=(2b/\pi)\sqrt t/(t+b^2)^2$ in the distance $t$ from its edge. Partial fractions give
\begin{equation}
\int_0^\infty\!\frac{p^2dp}{(p^2+b^2)(p^2+q^2)}=\frac{\pi}{2}\,\frac{b-q}{b^2-q^2}=\frac{\pi}{2(b+q)},
\end{equation}
and $-\partial/\partial(b^2)=-(1/2b)\,\partial/\partial b$ squares the first denominator and turns the right side into $\pi/[4b(b+q)^2]$. With $t=p^2$, $dt=2p\,dp$, this is $\int\sigma\,dt/(t+q^2)=1/(b+q)^2$ for $\mathrm{Re}\,q>0$; the behavior $1/q^2$ at large $q$ shows that $\sigma$ is normalized. The denominators are $\Delta_{\rm th}-t-\omega$ and $\Delta_{\rm neg}+t-\omega$, so
\begin{equation}
M=\sum_n\frac{w_n}{\Delta_n-\omega}-\frac{W_+}{(b_++\sqrt{\omega-\Delta_{\rm th}})^2}+\frac{W_-}{(b_-+\sqrt{\Delta_{\rm neg}-\omega})^2}.
\end{equation}
At large $\omega$, $F\sim\omega^{-3}$, so the arcs vanish.

The model reproduces the analytic structure of $F$, not the signs of a real ion. There the scalar term of the kernel dominates the static limit: $I_a(0)$ is, up to relativistic corrections, the positive Coulomb self-repulsion of $|\psi_a|^2$ and $\rho_a'(0)\approx-1/\pi c$. For $2p\to1s$ in hydrogen, $\rho_n(\Delta_n)>0$ gives the decay rate, but $\rho_n$ changes sign near $k=\sqrt3\,\Delta_n$ and $\mathrm{Re}\,I_n^+(\Delta_n)\approx+0.46$~eV, the exchange integral; orthogonality removes the scalar term at order $k$, so $\rho_n'(0)$ is far smaller than in the model. The real parts of these residues and of the half residue then have the opposite sign to the model's.

The parameters are round numbers. With $1/\mu=0.05$~\AA, $g=14.3996/(2\times0.05)=143.996$~eV and $\Lambda=1973.27/0.05=39465$~eV; then $I(0)=-g$ and $\rho'(0)=2g/\pi\Lambda=2.323\times10^{-3}$. Measured from $mc^2$, $\varepsilon_a=-4000$~eV. The levels have $\Delta_n=36000$, $6000$, $10$, $0$, $-30$, $-1500$~eV with weights $0.02$, $0.03$, $0.01$, $0.01$, $0.01$, $0.02$. The positive continuum has $\Delta_{\rm th}=-4000$~eV, $W_+=0.05$, $b_+^2=20000$~eV; the negative one has $\Delta_{\rm neg}=1017998$~eV, $W_-=0.85$, $b_-^2=500000$~eV. The real parts of the terms of (\ref{bench}), six levels and then two continua, are
\begin{align*}
&0.3386-2.5638-0.7218-0.7200-0.7153-1.2413\\
&\quad-0.7735+0.5054=-5.8917\ \text{eV}.
\end{align*}
Four decimals are kept to compare routes, not because the model means that much. The defining integral (\ref{def}), taken on the real axis with $i0$ replaced by $i\eta$ in the electron denominators and by $i\eta^2$ in $s^2$, differs from the benchmark by $6.3\times10^{-4}$~eV at $\eta=1$~eV and by $7.3\times10^{-6}$~eV at $\eta=0.01$~eV.

\section{First repair: rotate and count the poles}

On $\omega=iy$ one has $s=i|y|$, so $I_n(iy)$ is real and even in $y$. Pairing $y$ with $-y$ through $1/(\Delta-iy)+1/(\Delta+iy)=2\Delta/(\Delta^2+y^2)$, and using $(i/2\pi)\,i=-1/2\pi$,
\begin{equation}
J=-\frac1\pi\int_0^\infty dy\sum_nI_n(iy)\frac{\Delta_n}{\Delta_n^2+y^2}.
\label{wick}
\end{equation}
This is the naive result, real by construction. The rotation sweeps the third quadrant, which is empty, and the first, which is not. The path out along the positive real axis and back down the imaginary axis is counterclockwise, the residue of $I/(\Delta-\omega)$ is $-I^+(\Delta)$, and $(i/2\pi)(2\pi i)(-1)=+1$. Each lower level therefore adds $I_n^+(\Delta_n)$, whose imaginary part $-\pi\rho_n(\Delta_n)$ matches (\ref{bench}).

The reference pole at $+i0$ and the branch point at $-i0$ pinch the contour at the origin. At $\Delta=0$ the integrand $I_a(iy)/(-iy)$ is odd and drops out of (\ref{wick}), whereas (\ref{bench}) gives $-\int\rho_a\,dk/k$, finite because $\rho_a=O(k)$. By (\ref{spec}), $I_a(0)=-2\int\rho_a\,dk/k$. Half a residue must be added:
\begin{equation}
\Delta E=J+\sum_{\rm lower}I_n^+(\Delta_n)+\tfrac12I_a(0).
\label{A}
\end{equation}
For $\Delta=36000$~eV, $x=0.91219$ and $(1+x^2)^2=3.3566$, so
\begin{equation*}
wI^+=-0.02\times143.996\times\frac{0.16791+1.82438\,i}{3.3566}=-0.1441-1.5653\,i\ \text{eV}.
\end{equation*}
The real parts of (\ref{A}) add to $0.4439-0.1441-4.0315-1.4400-0.7200=-5.8917$~eV and the imaginary parts to $-(1.56532+1.25484+0.00073)=-2.82089$~eV. This accounts for the opening discrepancy.

\section{What a close partner does to the rotated integral}

The level at $\Delta=10$~eV has a partial width of $0.0015$~eV, yet its residue is $-1.44$~eV, twice its benchmark term $-0.72$~eV. The surplus half is cancelled by a term of opposite sign in $J$. Since $\int_0^\infty\Delta\,dy/(\Delta^2+y^2)=(\pi/2)\,\mathrm{sgn}\,\Delta$,
\begin{equation}
J_n=-\tfrac12\,\mathrm{sgn}(\Delta_n)\,I_n(0)-\frac1\pi\int_0^\infty dy\,[I_n(iy)-I_n(0)]\frac{\Delta_n}{\Delta_n^2+y^2}.
\label{sub}
\end{equation}
The first term does not shrink with $\Delta_n$: it is carried by a spike of width $|\Delta_n|$. It jumps by $-I(0)$ as the level passes from above $a$ to below, the residue switches on with $+I(0)$, and the total stays at $\tfrac12I(0)$. In the model $I(iy)-I(0)\approx2gy/\Lambda=\pi\rho'(0)y$ for $y\ll\Lambda$, so the second term is $-\rho'(0)\Delta\ln(\Lambda/|\Delta|)$ to leading logarithm. For unit weight and $\Delta=\pm0.01$~eV the axis integral is $\pm71.99789$~eV, against $g/2=71.99823$~eV; the gap of $3.4\times10^{-4}$~eV compares with the leading logarithm $2.323\times10^{-5}\times15.2=3.5\times10^{-4}$~eV.

A grid that misses the spike loses most of $\tfrac12I(0)$. For unit weight, $\Delta=10$~eV, a first panel of $5000$~eV and 8 nodes per panel, the error is $58.8$~eV, or $81\%$ of the modulus $72.18$~eV of the exact term. With the subtraction (\ref{sub}) only a structure of scale $\rho'(0)\Delta=0.023$~eV is unresolved, and the error is $0.019$~eV. The price of this route is that every lower and every close level must be known individually, while an all-order calculation naturally supplies the Green function as a whole.

\section{Second repair: bend the contour together with the cut}

One would like to steer the contour around the lower poles. With the cut left in place this is impossible, because the contour runs between a pole at $\Delta_n+i0$ and the cut at $k-i0$. The cut itself has to move, that is, the photon factor has to be continued across it. Continuing $I_n^+$ alone below the poles already removes the residues, but it leaves the full $I_n(0)/(\Delta_n-\omega)$ at the origin, with the pinch and the spike. Bringing both banks together replaces $I_n$ by $\rho_n=O(\omega)$ and removes these as well.

Choose $0<\varepsilon_0<\Delta_{\rm neg}$, $\varepsilon_0\neq\Delta_n$. The lower half-plane is free of singularities except just under the positive axis. The left half of the contour can therefore be swung down and to the right until it runs from $\varepsilon_0-i\infty$ up to the underside of the cut and back along it to $0$. The right half is kept from $0$ to $\varepsilon_0$ and then turned up to $\varepsilon_0+i\infty$, which crosses only poles with $\Delta_n>\varepsilon_0$, each giving $I_n^+(\Delta_n)$ as before.

On the two vertical pieces $d\omega=i\,dy$. Under $\omega\to\omega^*$ the root with positive imaginary part goes to $-s^*$, so $is\to(is)^*$ and $F(\omega^*)=F(\omega)^*$. Then
\begin{equation}
H=-\frac{1}{2\pi}\int_{-\infty}^{\infty}dy\,F(\varepsilon_0+iy)=-\frac1\pi\,\mathrm{Re}\int_0^\infty dy\,F(\varepsilon_0+iy).
\end{equation}
On the two banks the electron denominators are the same, because no negative-energy pole lies between them for $\omega<\Delta_{\rm neg}$. The banks are run in opposite directions, so (\ref{disc}) and $(i/2\pi)(-2\pi i)=1$ give
\begin{equation}
L=\int_0^{\varepsilon_0}d\omega\sum_n\frac{\rho_n(\omega)}{\Delta_n-\omega+i0},\qquad \Delta E=L+H+\sum_{{\rm bound},\,\Delta_n>\varepsilon_0}I_n^+(\Delta_n).
\label{B}
\end{equation}
The integrand of $L$ has no photon cut. The poles are above the path, so the path may be lowered wherever $\rho_n$ is analytic, for instance along
\begin{equation}
0\to d(1-i)\to\varepsilon_0-d-id\to\varepsilon_0 ,
\end{equation}
on which the $i0$ is idle and the resolvent is needed only at complex energies $\varepsilon_a-\omega$, except at the two end points, which Gauss nodes avoid. For $\varepsilon_0$ above all bound $\Delta_n$ no residue remains, and since $H$ is real the whole width comes from $L$.

The origin is now harmless. The reference term is $-\rho_a(\omega)/\omega\to-\rho_a'(0)$. For a close partner, $\rho\approx\rho'(0)\omega$ and $\omega/(\Delta-\omega)=-1+\Delta/(\Delta-\omega)$, whose second term integrates from $0$ to $T$ to $-\Delta\ln(1-T/\Delta)$. The fine structure has scale $\rho'(0)\Delta$ times a logarithm, without any subtraction. On the same coarse grid the error is $0.051$~eV, $0.07\%$ of the exact term. This is larger than the subtracted rotation achieves; the gain is that nothing about the partner was used.

With $\varepsilon_0=50000$~eV and $d=10000$~eV, $L=-4.841-2.821\,i$~eV and $H=-1.051$~eV, so $\Delta E=-5.892-2.821\,i$~eV. The shift is $-0.2165$~hartree, and $\Gamma=3.1306+2.5097+0.0015=5.6418$~eV, a lifetime $\hbar/\Gamma=1.17\times10^{-16}$~s. Moving $\varepsilon_0$ redistributes the real part (all in eV):
\begin{center}
\begin{tabular}{rrrrr}
$\varepsilon_0$ & $d$ & $\mathrm{Re}\,L$ & $H$ & $\mathrm{Re}$ poles\\
200000 & 60000 & $-5.8495$ & $-0.0422$ & 0\\
20000 & 5000 & $-3.0401$ & $-2.7075$ & $-0.1441$\\
3000 & 1000 & $-0.1904$ & $-1.5257$ & $-4.1756$\\
5 & 2 & $-0.0001$ & $-0.2760$ & $-5.6156$
\end{tabular}
\end{center}
Each row sums to $-5.8917$~eV. As $\varepsilon_0\to0^+$, $L$ vanishes and the reference pole sits just left of the vertical line, where by (\ref{sub}) it gives $+\tfrac12I_a(0)$. Thus $H\to J+\tfrac12I_a(0)=0.4439-0.7200=-0.2761$~eV, and (\ref{A}) is the limit of (\ref{B}).

\section{Three ways in which the bent contour fails}

The first is the direction. Since $\rho_n$ and the denominators are real on the real axis, the mirror path gives $L^*$. With $H$ real and no residues the result is $\Delta E^*=-5.8917+2.8209\,i$~eV: the shift is right and the state grows instead of decaying.

The second is $\varepsilon_0>\Delta_{\rm neg}$. A negative-energy state with $\Delta_n<\varepsilon_0$ is then passed below by the bent path, exactly as a lower positive level is, so $L+H$ assigns it $\int\rho_n\,dk/(\Delta_n-k+i0)$ in place of $\int\rho_n\,dk/(\Delta_n+k)$. By (\ref{spec}) the difference is $I_n^+(\Delta_n)$, and in the model
\begin{equation}
L+H-\Delta E=W_-\int_0^{\varepsilon_0-\Delta_{\rm neg}}dt\,\sigma(t)\,I^+(\Delta_{\rm neg}+t).
\end{equation}
At $\varepsilon_0=1.5\times10^6$~eV both sides are $0.0217-0.0014\,i$~eV. The real part is positive because $I^+\to+g\Lambda^2/\omega^2$ for $\omega\gg\Lambda$.

The third is the depth. The closed form of $\rho$ has poles only at $\pm i\Lambda$, outside the region $\mathrm{Re}\,\omega>0$ swept by the bend, which is why $d=60000$~eV $>\Lambda$ works in the table. A calculation that obtains $\rho$ from radial quadrature is more restricted. With $u=\mu r$,
\begin{equation}
\rho(\omega)=\frac{g}{\pi}\int_0^\infty du\,u\,e^{-u}\sin(\omega u/\Lambda),
\end{equation}
and the sine grows as $e^{|\mathrm{Im}\,\omega|u/\Lambda}$, so the integral converges only for $|\mathrm{Im}\,\omega|<\Lambda$. At $\omega=\Lambda(0.5-0.5i)$ it reproduces the closed form, $51.336+7.334\,i$~eV. At $\Lambda(0.5-1.5i)$ the integrand grows as $u\,e^{u/2}$, and moving the cutoff from $u=100$ to $200$ multiplies the result by about $2e^{50}$, computed as $1.04\times10^{22}$. In the full problem the decay of the wave function and of the Green function should take the place of $\mu$; that extension is not tested here. The vertical pieces have no such limit, since $\mathrm{Im}\,s>0$ there.

\section{The scheme}

\begin{enumerate}
\item Take $\varepsilon_0$ above the largest bound $\Delta_n$, away from it on the scale of the level spacing, and below $\Delta_{\rm neg}$. If a smaller $\varepsilon_0$ is preferred, add $I_n^+(\Delta_n)$ for each level with $\Delta_n>\varepsilon_0$.
\item Take $d\le\varepsilon_0/2$, below the real axis, and less than the radial limit $\Lambda$.
\item On the slanted legs and on the vertical line use Gauss--Legendre panels that double in length away from $0$ and from $\varepsilon_0$, the first shorter than the distance to the nearest pole; at the origin $n=a$ does not count, since $\rho_a(0)=0$ removes it. The standard error estimate for $N$ nodes is $(A+\sqrt{A^2-1})^{-2N}$, where $A$ is the sum of the distances from the singularity to the two ends of the panel divided by the panel length. For the panel $[t,2t]$ and a pole anywhere on the real axis, that sum is at least the distance from one end to the mirror image of the other: $3t$ on the vertical line and $\sqrt5\,t$ on a slanted leg. The worst rates on these panels are therefore $(3+\sqrt8)^{-2N}$ and $(2+\sqrt5)^{-2N}$, independent of $t$. The double pole of the model $\rho$ at $-i\Lambda$ is the mirror image of the real point $\Lambda$ in the first slanted leg, so it obeys the same bound, with an extra factor of order $N$. The first panel $[0,t_0]$ can be slower: with a pole at distance $t_0$, $A=1+\sqrt2$ on the vertical line and $A=1+2\sin(\pi/8)$ on a slanted leg, which gives $4.61^{-2N}$ and $3.22^{-2N}$.
\item On the flat leg use panels no longer than $d$, since the poles are at distance $d$.
\item Repeat with another $(\varepsilon_0,d)$ and compare $-2\,\mathrm{Im}\,\Delta E$ with $2\pi\sum\rho_n(\Delta_n)$, which exposes an omitted residue of a known lower level, and also a wrong bend, provided the levels that carry the width lie below $\varepsilon_0$. A wrong bend reverses only the part of the width that comes from $L$: at $\varepsilon_0=3000$~eV it would change the width by only $0.003$~eV and leave the shift as it is. The width is a weak test for a close partner: omitting the residue at $\Delta=10$~eV changes the shift by $1.44$~eV but the width by only $0.0015$~eV. Such a pole shows up in the real part when $\varepsilon_0$ is moved across it.
\end{enumerate}
With 20 nodes per panel and a first panel of $1$~eV, the numerical check requires (\ref{A}) and (\ref{B}), at all five admissible $\varepsilon_0$, to match the benchmark (\ref{bench}), built from the densities and a principal value, within $10^{-9}$~eV; the differences printed for the two main routes are at rounding level.

\section*{Calculated quantities}
\begin{verbatim}
1/mu = 0.05 angstrom, hbar c = 1973.2698 eV angstrom
e^2 = 14.399645 eV angstrom, m c^2 = 510998.95 eV
Lam = 39465.40 eV, g = 143.996455 eV, I(0) = -143.996455 eV
slope rho'(0) = 2.322819e-03 (dimensionless)
eps_a = -4000 eV
+cont: D_th = -4000 eV, W = 0.05, b^2 = 20000 eV
-cont: D_neg = 1017997.90 eV, W = 0.85, b^2 = 500000 eV
benchmark terms (eps_n, D in eV, weight):
 -40000, 36000, 0.02: +0.33860176 -1.56531812i eV
 -10000, 6000, 0.03: -2.56382248 -1.25484484i eV
 -4010, 10, 0.01: -0.72178943 -0.00072974i eV
 -4000, 0, 0.01: -0.71998227 +0.00000000i eV
 -3970, -30, 0.01: -0.71532472 +0.00000000i eV
 -2500, -1500, 0.02: -1.24132221 +0.00000000i eV
 positive continuum: -0.77345863 eV
 negative continuum: +0.50542343 eV
benchmark dE = -5.89167455 -2.82089270i eV
real axis, eta = 1 eV: error 6.294e-04 eV
real axis, eta = 0.01 eV: error 7.273e-06 eV
A axis integral = +0.44385979 eV
A pole D = 36000 eV: -0.14406364 -1.56531812i eV
  rho = 24.912812 eV, partial width = 3.13063624 eV
A pole D = 6000 eV: -4.03152416 -1.25484484i eV
  rho = 13.314317 eV, partial width = 2.50968968 eV
A pole D = 10 eV: -1.43996427 -0.00072974i eV
  rho = 0.023228 eV, partial width = 0.00145947 eV
A half pole = -0.71998227 eV
A total = -5.89167455 -2.82089270i eV
B e0 = 50000 eV, d = 10000 eV
B L = -4.84102761 -2.82089270i eV
B H = -1.05064693 eV
B total = -5.89167455 -2.82089270i eV
|A-bench| = 1.8e-15 eV, |B-bench| = 1.8e-15 eV
e0 = 200000 eV, d = 60000 eV: L = -5.84947860 -2.82089270i eV
  H = -0.04219595 eV, poles = +0.00000000 +0.00000000i eV
e0 = 20000 eV, d = 5000 eV: L = -3.04007356 -1.25557458i eV
  H = -2.70753734 eV, poles = -0.14406364 -1.56531812i eV
e0 = 3000 eV, d = 1000 eV: L = -0.19037272 -0.00072974i eV
  H = -1.52571403 eV, poles = -4.17558780 -2.82016296i eV
e0 = 5 eV, d = 2 eV: L = -0.00008025 -0.00000000i eV
  H = -0.27604223 eV, poles = -5.61555207 -2.82089270i eV
upward bend total = -5.89167455 +2.82089270i eV
axis integral, unit weight, D = +0.01 eV: +71.99789 eV
axis integral, unit weight, D = -0.01 eV: -71.99789 eV
coarse grid: D = 10 eV, first panel 5000 eV, 8 nodes/panel
 exact (unit weight) = -72.17894261 -0.07297352i eV
 errors: A raw 58.806, A subtracted 0.0187, B 0.0511 eV
e0 = 1500000 eV: error = +0.02168725 -0.00140294i eV
  predicted error = +0.02168725 -0.00140294i eV
rho at Lam(0.5-0.5i): radial +51.33575451 +7.33367922i eV
radial growth at Lam(0.5-1.5i), mu R 100 to 200: 1.04e+22
shift = -5.89167455 eV = -0.21651505 hartree
width = 5.64178539 eV, lifetime = 1.1667e-16 s
\end{verbatim}
